# How Stress Release Shifts the Quartic Polarization Anisotropy of Cubic Ferroelectrics, part 2

How does releasing a crystal from zero strain change the axis its polarization prefers? The unpolarized parent is a cubic perovskite with cube axes 1, 2, 3. Polarization $\mathbf P$ and strain are uniform, and the electrodes are shorted. "Clamped" means all six strains are zero, measured from the cubic parent; "stress-free" means all six stresses vanish, at the same temperature.

Shear strains are engineering strains, $e_4=2\varepsilon_{23}$ and so on. With $P^2=\sum_iP_i^2$ and $S=P_1^2P_2^2+P_2^2P_3^2+P_3^2P_1^2$, the energy per unit volume is

$$
\begin{aligned}
F(\mathbf P,e)={}&aP^2+A_0(P^2)^2+B_0S\\
&+\tfrac12C_{11}(e_1^2+e_2^2+e_3^2)+C_{12}(e_1e_2+e_2e_3+e_3e_1)\\
&+\tfrac12C_{44}(e_4^2+e_5^2+e_6^2)-\sum_{k=1}^{6}s_k e_k ,
\end{aligned}
$$

where, with the others by permutation,

$$
s_1=q_{11}P_1^2+q_{12}(P_2^2+P_3^2),\qquad s_4=q_{44}P_2P_3 .
$$

The couplings are $q_{11}=C_{11}Q_{11}+2C_{12}Q_{12}$, $q_{12}=C_{11}Q_{12}+C_{12}(Q_{11}+Q_{12})$ and $q_{44}=C_{44}Q_{44}$. The spontaneous strain $e^0$ is, with permutations,

$$
e^0_1=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\qquad e^0_4=Q_{44}P_2P_3 .
$$

At any strain, $F=F_{\rm free}(\mathbf P)+U(e-e^0)$, where $U$ is the elastic energy.

**Theorem.** The stress-free energy is

$$
F_{\rm free}(\mathbf P)=aP^2+A(P^2)^2+BS,\qquad A=A_0+\Delta A,\quad B=B_0+\Delta B,
$$

$$
\Delta B=(C_{11}-C_{12})(Q_{11}-Q_{12})^2-\tfrac12C_{44}Q_{44}^2,
$$

$$
\Delta A=-\tfrac16(C_{11}+2C_{12})(Q_{11}+2Q_{12})^2-\tfrac13(C_{11}-C_{12})(Q_{11}-Q_{12})^2 .
$$

**Proposition 1.** Let $a<0$, $A>0$ and $A+B/3>0$. In the quartic model the polarization of lowest energy lies along a $\langle100\rangle$ axis if $B>0$ and along a $\langle111\rangle$ axis if $B<0$. A polarization along $\langle110\rangle$ is a saddle point for $B\ne0$.

Along a fixed direction, with $g=S/P^4$ equal to $0$, $1/4$, $1/3$ for $\langle100\rangle$, $\langle110\rangle$, $\langle111\rangle$,

$$
P^2=-\frac{a}{2(A+gB)},\qquad F_{\min}=-\frac{a^2}{4(A+gB)} .
$$

The boundary $B=0$ lies at $B_0=0$ (clamped) and $B_0=-\Delta B$ (stress-free).

Section 6 covered two conventions. In the form $a_{11}\sum_iP_i^4+a_{12}S$, $B=a_{12}-2a_{11}$ and $\Delta a_{12}=2\Delta A+\Delta B$. If $\varepsilon_{23}=Q'_{44}P_2P_3$, then $Q_{44}=2Q'_{44}$.

### 9. Constant stress and partial release

Under a constant applied stress $\sigma$ the function to minimize is $F-\sigma\cdot e$. The force on the strain becomes $Ce^0+\sigma$, with $C$ the stiffness matrix, and completing the square gives

$$
F(\mathbf P,0)-\tfrac12(Ce^0+\sigma)\cdot C^{-1}(Ce^0+\sigma)
=F_{\rm free}(\mathbf P)-\sigma\cdot e^0-\tfrac12\sigma\cdot C^{-1}\sigma .
$$

The last term does not depend on $\mathbf P$, and $e^0$ is quadratic in $\mathbf P$. A constant stress thus changes the quadratic energy and leaves $\Delta A$ and $\Delta B$ as they are. It can still select an axis: a tensile stress $\sigma_1$ adds $-\sigma_1[Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2)]$.

A film on a thick substrate is a different case. Let its in-plane strains $e_1,e_2,e_6$ be held at zero while $e_3,e_4,e_5$ relax. In the energy these three are then decoupled, with stiffnesses $C_{11},C_{44},C_{44}$. Each relaxation lowers the energy by force squared over twice the stiffness, so the energy released is

$$
\frac{\left[q_{11}P_3^2+q_{12}(P_1^2+P_2^2)\right]^2}{2C_{11}}+\tfrac12C_{44}Q_{44}^2P_3^2(P_1^2+P_2^2).
$$

The film normal is now distinguished from the other two axes, and a single coefficient $B$ does not describe the result.

The theorem does not hold in general for a polarization that varies in space. A strain wave with wavevector $\mathbf k$ must come from a displacement $\mathbf u$ and has the form $\varepsilon_{ij}\propto k_iu_j+k_ju_i$. It has three free amplitudes, not six, so it cannot in general follow the spontaneous strain. Domain walls therefore need the elastic problem solved with this constraint.

### 10. Rotation of the polarization

**Proposition 2.** In the stress-free tetragonal state $\mathbf P=(P_0,0,0)$ with $B>0$, the stiffness against a small transverse polarization is

$$
K_{\rm free}=2BP_0^2 .
$$

If the strain is frozen at its spontaneous value, it is

$$
K_{\rm frozen}=(2B+C_{44}Q_{44}^2)P_0^2 .
$$

**Proof.** With $\mathbf P=(P_0,\delta,0)$,

$$
F_{\rm free}=a(P_0^2+\delta^2)+A(P_0^2+\delta^2)^2+BP_0^2\delta^2 .
$$

The second derivative with respect to $\delta$ at $\delta=0$ is $2a+4AP_0^2+2BP_0^2$. The equilibrium condition along the axis is $2a+4AP_0^2=0$, which leaves $2BP_0^2$.

At frozen strain the energy $U(e-e^0)$ must be added. To first order in $\delta$ the spontaneous strain changes by $e^0_6=Q_{44}P_0\delta$, while the normal strains change at order $\delta^2$ and contribute to $U$ at order $\delta^4$. The added energy is $\tfrac12C_{44}Q_{44}^2P_0^2\delta^2$, whose second derivative is $C_{44}Q_{44}^2P_0^2$. ∎

The transverse field is $E_2=\partial F/\partial P_2$, so the susceptibility is $\chi=1/(\varepsilon_0K)$. As $B$ tends to zero from above, the free crystal offers vanishing resistance to rotation in this mean-field quartic model. The frozen crystal stays stiff, because its shear strain cannot follow the polarization.

Freezing the strain at its spontaneous value differs from clamping at zero strain. The latter replaces $A$ and $B$ by $A_0$ and $B_0$, which also changes the equilibrium polarization, and $B_0$ may have the opposite sign.

### 11. Worked example

Take rounded constants roughly typical of barium titanate: $C_{11},C_{12},C_{44}=180,100,120$ GPa and $Q_{11},Q_{12},Q_{44}=0.11,-0.04,0.06\ \mathrm{m^4/C^2}$. The Landau coefficients are chosen for the illustration: $a=-7.0\times10^7\ \mathrm{J\,m/C^2}$, $A_0=1.2$ and $B_0=-1.0$. Here and below, quartic coefficients are in units of $10^9\ \mathrm{J\,m^5/C^4}$.

The two terms of the shift are

$$
80\times0.15^2=1.800,\qquad \tfrac12\times120\times0.06^2=0.216,
$$

so $\Delta B=1.584$. The isotropic shift is

$$
\Delta A=-\tfrac16\times380\times0.03^2-\tfrac13\times1.800=-0.057-0.600=-0.657 .
$$

Release changes $A$ from 1.200 to 0.543 and $B$ from $-1.000$ to $0.584$. The sign of $B$ reverses, and the conditions of Proposition 1 hold on both sides.

In the clamped crystal the $[111]$ coefficient is $1.200-0.333=0.867$. This gives $P^2=0.0404\ \mathrm{C^2/m^4}$, or $P=20.1\ \mathrm{\mu C/cm^2}$. In the free crystal the $[100]$ coefficient is 0.543, and

$$
P_0^2=\frac{7.0\times10^7}{2\times0.543\times10^9}=0.0645\ \mathrm{C^2/m^4},
$$

or $P_0=25.4\ \mathrm{\mu C/cm^2}$. The energies in $\mathrm{MJ/m^3}$ are:

| State | $[100]$ | $[110]$ | $[111]$ |
|---|---:|---:|---:|
| clamped | $-1.021$ | $-1.289$ | $-1.413$ |
| stress-free | $-2.256$ | $-1.778$ | $-1.661$ |

Two tests avoid the reduced energy. Minimizing the full energy numerically over polarization and all six strains, from random starting points, gives components $0$, $0$ and $25.39\ \mathrm{\mu C/cm^2}$. Varying $B_0$ until the relaxed $[100]$ and $[111]$ energies are equal places the stress-free boundary at $B_0=-1.584$, the value of $-\Delta B$.

The conventions of Section 6 decide the phase here. In the form $a_{11}\sum_iP_i^4+a_{12}S$, the coefficient $a_{12}$ shifts by $2(-0.657)+1.584=0.270$. Added to $B_0$ by mistake, this would leave $B$ negative. If $Q_{44}$ is doubled by mistake, the shift is $1.800-4\times0.216=0.936$ and $B$ would be $-0.064$. Either error predicts a rhombohedral free crystal where the model gives a tetragonal one.

The free crystal stretches along its axis by $0.11\times0.0645=0.71\%$ and shrinks across it by $0.26\%$. Its transverse stiffness is $2\times0.584\times10^9\times0.0645=7.53\times10^7\ \mathrm{J\,m/C^2}$, which gives $\chi=1500$. Freezing the strain raises the stiffness to $1.03\times10^8\ \mathrm{J\,m/C^2}$ and lowers $\chi$ to about 1100.

Holding the $[111]$ state at zero strain takes a normal stress of $-0.153$ GPa, compressive by the sign, and shear stresses of magnitude 0.097 GPa.

### 12. What the model leaves out

Some neglected effects can be sized with the example's numbers, at the free crystal's polarization.

- **Sixth-order anisotropy.** A term $hP^2S$ adds $hP^2$ to the coefficient of $S$. With a rough $h=3\times10^9\ \mathrm{J\,m^9/C^6}$ this is 12% of $\Delta B$, but 33% of the stress-free $B$, which is what remains after two larger numbers partly cancel. This $h$ is only an illustration and not an upper bound. In the usual notation $h=a_{112}-3a_{111}$, which can be negative and larger in magnitude. A value of $-6\times10^9$ gives $-24\%$ of $\Delta B$, and a value below about $-9\times10^9$ outweighs the stress-free $B$ at this polarization. A second anisotropic term, $P_1^2P_2^2P_3^2$, appears at the same order.
- **Nonlinear elasticity.** A rough third-order stiffness of $-1800$ GPa, acting on the axial strain, gives an energy of about $0.11\ \mathrm{MJ/m^3}$. This is about 5% of $\Delta B\,P^4/3=2.19\ \mathrm{MJ/m^3}$, the anisotropy energy that release adds at fixed $P$. The effect is larger when measured against the gap of $0.595\ \mathrm{MJ/m^3}$ between the free $[111]$ and $[100]$ states: with this stiffness acting on all three normal strains and the crystal relaxed again, the gap becomes $0.715\ \mathrm{MJ/m^3}$, about 20% more.
- **Unscreened charge.** Without shorted electrodes, a uniform polarization normal to a plate costs $P^2/(2\varepsilon_0\varepsilon_b)$. With a rough background permittivity $\varepsilon_b=7$ this is $520\ \mathrm{MJ/m^3}$, far above the $2.256\ \mathrm{MJ/m^3}$ gained by polarizing. Without screening, a uniform polarization is confined to the plane of the plate, and a real plate may also split into domains. In a $(001)$ plate this excludes $\langle111\rangle$, so the comparison made here requires screening: the clamped state would lie along $[110]$. A $(1\bar10)$ plate contains both $[001]$ and $[111]$, and for a uniform state the comparison is unchanged.
- **Thermal fluctuations.** The free $[111]$ state lies 0.238 meV per cell above the $[100]$ state, for a cell edge of 0.40 nm. At 300 K this gap reaches $k_BT=25.85$ meV for a region of about 100 cells. The saddle at $[110]$ lies lower, and its gap reaches $k_BT$ for about 135 cells. These estimates compare uniform states and leave out the energy of the boundary around such a region.

**Comparison with barium titanate.** At room temperature the real crystal is tetragonal, with a polarization of roughly $26\ \mathrm{\mu C/cm^2}$ and an axial ratio about 1% above unity. The model's polarization and its strain difference of 0.97% are of that size, the first because $a$ was chosen to make it so. The Landau coefficients are not typical. The real transition from the cubic phase is of first order, which in a Landau expansion ending with a positive sixth-order term requires a negative stress-free $A$ at the transition, whereas here $A$ is positive. On further cooling the real crystal passes through an orthorhombic phase, which the quartic model cannot stabilize. The example therefore illustrates the order of magnitude of $\Delta B$ and does not predict that material's phase diagram. The value is sensitive to the constants: $C_{11},C_{12},C_{44}=275,179,54$ GPa with $Q_{11},Q_{12},Q_{44}=0.110,-0.045,0.059\ \mathrm{m^4/C^2}$ gives $\Delta B=2.2$ in place of 1.584. Film devices break the assumption of full release. With $q_{11}=11.8\ \mathrm{GJ\,m/C^2}$, the partial release in the film of Section 9 lowers the quartic coefficient for polarization along the normal by $11.8^2/(2\times180)=0.387$. That coefficient is then $1.200-0.387=0.813$, not 0.543, and the polarization along the normal falls from 25.4 to about $21\ \mathrm{\mu C/cm^2}$ at the same $a$. This value holds only if the polarization is kept along the normal. A small in-plane component $P_t$ changes the film's energy by $[a/P_3^2+2A_0+B_0-q_{11}q_{12}/C_{11}-\tfrac12C_{44}Q_{44}^2]P_3^2P_t^2$. With $a=-2(0.813)P_3^2$ the bracket is $-1.626+2.400-1.000+0.013-0.216=-0.429$, so with these constants the polarization would tilt away from the normal.

The remaining values for this example are listed in the numerical output.

## Calculated quantities

```
C11, C12, C44 = 180, 100, 120 GPa
Q11, Q12, Q44 = 0.11, -0.04, 0.06 m^4/C^2
a = -7.00e+07 J m/C^2
q11, q12, q44 = 11.80, -0.20, 7.20 GJ m/C^2
Quartic coefficients in 1e9 J m^5/C^4:
  normal-strain part of dB = 1.800
  shear part of dB = -0.216
  dB = 1.584
  dA = -0.657
  shift of a12 (other form) = 0.270
  A clamped, stress-free = 1.200, 0.543
  B clamped, stress-free = -1.000, 0.584
  boundary B0, clamped = 0.000
  boundary B0, stress-free = -1.584
  dB if Q44 is doubled by mistake = 0.936
Minimum along each axis: P (uC/cm2), energy (MJ/m^3)
  clamped [100]: 17.08, -1.021
  clamped [110]: 19.19, -1.289
  clamped [111]: 20.10, -1.413
  stress-free [100]: 25.39, -2.256
  stress-free [110]: 22.54, -1.778
  stress-free [111]: 21.78, -1.661
Global clamped |Pi| = [11.6 11.6 11.6] uC/cm2
Global stress-free |Pi| = [ 0.    0.   25.39] uC/cm2
Tetragonal strain along axis = 0.709 %
Tetragonal strain across axis = -0.258 %
Transverse stiffness, stress-free = 7.529e+07 J m/C^2
Transverse stiffness, frozen = 1.031e+08 J m/C^2
Transverse susceptibility, stress-free = 1500
Transverse susceptibility, frozen = 1095
Holding stress, clamped [111]: normal = -0.153 GPa
Holding stress, clamped [111]: |shear| = 0.097 GPa
Energy dB*P^4/3 = 2.194 MJ/m^3
Rough sixth-order coefficient = 3.0e+09 J m^9/C^6
Sixth-order term / dB = 0.122
Sixth-order term / stress-free B = 0.331
Rough third-order stiffness = -1800 GPa
Third-order elastic energy = 0.107 MJ/m^3
Third-order energy / (dB*P^4/3) = 0.049
Rough background permittivity = 7
Open-circuit depolarizing energy = 520 MJ/m^3
Cell edge = 0.40 nm, temperature = 300 K
Stress-free [111]-[100] gap per cell = 0.238 meV
Thermal energy kT = 25.85 meV
Cells whose total gap equals kT = 109
```
